# Enumerating distinct pairs of octahedral sites in a bcc crystal

## The error made by sorting on distance

Suppose that the energy of two dissolved oxygen atoms in a body-centred cubic metal is tabulated against their distance alone. At a separation of one lattice parameter $a$ the table has one entry, but the crystal has two different pairs. In one, the squashed octahedra around both atoms have their short axis along the line joining them; in the other, across it. In the example worked below, replacing their two energies by the correctly weighted mean gives a population of 0.81 % for pairs at this distance, where separate treatment gives 1.46 %. Computing one of the two and using it for both can do worse.

An enumeration must therefore supply a label that separates inequivalent pairs, joins equivalent ones, and carries the right multiplicity.

## Sites, axes and parity

The crystal is rigid, perfect and cubic, with space group $Im\bar 3m$. Lengths are measured in $a/2$, so that all positions below are integer vectors. The host atoms sit at

$$(\text{even, even, even})\quad\text{and}\quad(\text{odd, odd, odd}).$$

Sums and differences of such vectors are again of this kind, so the same set is the set of lattice translations.

An octahedral site is a point one unit from a host atom along a cube axis, $\mathbf r=\mathbf R+\mathbf e_k$. Two host atoms lie at distance 1 from it, at $\mathbf r\pm\mathbf e_k$, and four at distance $\sqrt2$. In ordinary lengths these are $a/2$ and $a/\sqrt2$. The direction $k$ of the two near atoms is the tetragonal axis of the site. Each host atom has six such points around it, each shared by two atoms, which gives three sites per host atom.

Adding $\mathbf e_k$ changes the parity of one coordinate. The axis is thus the coordinate whose parity differs from the other two: $(1,0,0)$ has axis $x$, and $(1,1,0)$ has axis $z$. Conversely, changing the odd-one-out coordinate of any mixed-parity point by one gives a host atom. Every integer point is therefore either a host atom or an octahedral site.

## Which separations are possible

Let the two sites have axes $p$ and $q$ and separation $\mathbf d=\mathbf r_2-\mathbf r_1$. Modulo 2, a site with axis $p$ is $\mathbf e_p$ or $\mathbf e_p+(1,1,1)$. Subtraction gives

$$\mathbf d\equiv \mathbf e_p+\mathbf e_q+s\,(1,1,1)\pmod 2,\qquad s=0\text{ or }1,$$

where the sign of $\mathbf e_p$ is immaterial modulo 2.

For parallel axes, $p=q$ and $2\mathbf e_p\equiv0$. All components of $\mathbf d$ then have the same parity, and $\mathbf d$ is a lattice vector. For perpendicular axes, let $r$ be the third direction. Then $d_p$ and $d_q$ have equal parity and $d_r$ has the opposite one.

Define $n=|\mathbf d|^2$, so that the distance is $(a/2)\sqrt n$. An odd square is 1 modulo 8, because $(2j+1)^2=4j(j+1)+1$ and $j(j+1)$ is even. An even square, $4j^2$, is 0 or 4 modulo 8. Hence:

- parallel axes: three even components give $n\equiv0,4$, and three odd ones give $n\equiv3$;
- perpendicular axes: two even and one odd give $n\equiv1,5$, and two odd and one even give $n\equiv2,6$.

The two lists do not overlap. A parallel and a perpendicular pair never have the same length, so equal-distance pairs cannot differ in the angle between their two axes. What usually differs is the direction of the axes relative to $\mathbf d$, as in the two pairs of length $a$. At larger distances even this can agree: with both axes along $x$, the separations $(1,7,1)$ and $(1,5,5)$ have the same length and make the same angle with the axes, yet no symmetry operation of the crystal turns one pair into the other.

## A complete label

Two unordered pairs of identical atoms are equivalent if a space-group operation $\mathbf x\mapsto R\mathbf x+\mathbf t$ maps one onto the other. Here $R$ is one of the 48 signed permutations of the coordinates and $\mathbf t$ is a lattice vector. The labels are

$$\text{parallel: }\big(|d_p|;\{|d_s|,|d_t|\}\big),\qquad
\text{perpendicular: }\big(\{|d_p|,|d_q|\};|d_r|\big),$$

where $s,t$ are the two directions normal to the common axis and braces mean that order is ignored.

**Equivalent pairs have equal labels.** The matrix $R$ acts on the axes and on $\mathbf d$ together, so the size of the component along an axis follows that axis to its image. Translations leave $\mathbf d$ unchanged. Exchanging the two members changes $\mathbf d$ to $-\mathbf d$ and $p$ to $q$, which the label ignores.

**Equal labels imply equivalent pairs.** Take two pairs with the same label.

1. If the axes are perpendicular, name the members of each pair so that $|d_p|\ge|d_q|$. This is allowed because the pairs are unordered. Then permute coordinates to bring $p$ to $x$ and $q$ to $y$.
2. If the axes are parallel, bring the common axis to $x$ and, if necessary, exchange $y$ and $z$ so that $|d_y|\ge|d_z|$.
3. The components of the two separations now agree in size. Reversing coordinates makes their signs agree and leaves the axes as lines unchanged.
4. The first members both have axis $x$. Two sites with the same axis differ by a lattice vector, so a translation brings them together. The second members then coincide too, because the separations are equal.

## Exchange of the two members

For a parallel pair, inversion through the midpoint is $\mathbf x\mapsto-\mathbf x+\mathbf r_1+\mathbf r_2$. Its translation part is $\mathbf r_1+\mathbf r_2=2\mathbf r_1+\mathbf d$. The first term is even in all components and $\mathbf d$ is a lattice vector, so the sum is a lattice vector. The inversion belongs to the space group, and every parallel pair can be exchanged by symmetry.

For a perpendicular pair, an exchanging operation must take axis $p$ to $q$ and $\mathbf d$ to $-\mathbf d$, which requires $|d_p|=|d_q|$. If this holds, the construction in the previous section, applied to the pair and its reversed copy, supplies the operation. If it fails, the two orders are inequivalent. An example is $\mathbf d=(2,0,1)$ with axes $x$ and $y$: the first atom sees its partner two units along its own axis, and the second sees none along its own.

For two oxygen atoms these ordered classes merge. For one oxygen and one nitrogen atom they are physically different, and the braces in the perpendicular label must be removed.

## Multiplicities

Let $Z$ be the number of partners of one site in a given class, and $m$ the number of nonzero components of $\mathbf d$.

For parallel axes, fix the first site. Each nonzero component may take either sign, which gives $2^m$ vectors. If $|d_s|\ne|d_t|$, the two values can also be exchanged:

$$Z_\parallel=2^m\times\begin{cases}1,&|d_s|=|d_t|\\2,&|d_s|\neq|d_t|.\end{cases}$$

For perpendicular axes, the partner's axis may be either of the two directions normal to the first axis, which gives an additional factor of 2. If $|d_p|\neq|d_q|$, the fixed site may play either role in the pair, which gives another:

$$Z_\perp=2^{m+1}\times\begin{cases}1,&|d_p|=|d_q|\\2,&|d_p|\neq|d_q|.\end{cases}$$

Nothing is counted twice, because the position of the partner fixes its axis. Each pair has two ends, so there are $Z/2$ pairs per site and, with three sites per host atom, $3Z/2$ pairs per host atom.

For $\mathbf d=(2,0,0)$ with both axes along $x$, $m=1$ and $|d_s|=|d_t|=0$, so $Z=2$. For $\mathbf d=(0,2,0)$ with the same axes, the transverse values 2 and 0 differ, so $Z=4$. Both pairs have length $a$.

## When a shell splits

For parallel axes, a given set of three sizes yields one class for each distinct value that can be placed along the axis. At $n=8$ the sizes are 2, 2, 0. Placing 2 along the axis gives $Z=4\times2=8$; placing 0 there gives $Z=4$. At $n=11$ the sizes 3, 1, 1 give $Z=8$ with 3 along the axis and $Z=16$ with 1 along it.

For perpendicular axes there is no such choice, because the component with the odd-one-out parity must lie along the third direction $r$. Each set of sizes gives one unordered class. A perpendicular shell therefore splits only if different sets have the same sum of squares. The first case is $n=9=3^2=2^2+2^2+1^2$, with $Z=4$ and $Z=16$.

## The algorithm

For all nonnegative integer triples $(d_1,d_2,d_3)$ with $0<n\le n_{\max}$:

1. If all parities agree, keep the triple when $d_2\ge d_3$. Record a parallel pair with both axes along direction 1, and assign $Z_\parallel$.
2. If $d_1$ and $d_2$ have equal parity and $d_3$ the opposite one, keep the triple when $d_1\ge d_2$. Record a perpendicular pair with axes 1 and 2, and assign $Z_\perp$.
3. Discard every other triple; it repeats a recorded class with the coordinates renamed.

A representative pair starts at $(1,0,0)$ and ends at $(1,0,0)+\mathbf d$. The work grows as $n_{\max}^{3/2}$, the number of integer points in an octant, and no pairs need to be compared.

## Verification by orbit counting

The formulas for $Z$ count signs and permutations. Group theory gives the same numbers by another route. Take a periodic cell of $L^3$ cubes, with $2L^3$ host atoms and $6L^3$ sites. Its symmetry group, translations included, has order $48\times2L^3=96L^3$. All sites are equivalent, so the operations that fix one site number $96L^3/6L^3=16$.

A class contains $6L^3\,Z/2=3L^3Z$ pairs. By the orbit–stabilizer theorem this equals the group order divided by the order $|S|$ of the group that maps one pair onto itself, exchanges included:

$$3L^3Z=\frac{96L^3}{|S|}\quad\Longrightarrow\quad Z\,|S|=32.$$

The two pairs of length $a$ show how this works. With the axes along $\mathbf d$, the operations that keep each atom in place are the eight that preserve the direction of the line: four rotations about it and four mirrors containing it. Exchange doubles them, so $|S|=16$ and $Z=2$. With the axes across $\mathbf d$, the two quarter turns about the line and the two diagonal mirrors containing it would turn the tetragonal axes into another direction, so these four are lost. Four operations keep the atoms in place, exchange gives $|S|=8$, and $Z=4$.

Burnside's lemma counts classes without using labels. The number of ordered classes in a shell is the average, over the 16 operations of the site group, of the number of partners left fixed. At $n=4$ the partners of an $x$-site are $\pm2\mathbf e_x,\pm2\mathbf e_y,\pm2\mathbf e_z$. The contributions are:

- identity: 6;
- two quarter turns and the half turn about $x$: $3\times2=6$;
- half turns about $y$ and $z$: $2\times2=4$;
- mirrors normal to $x,y,z$: $3\times4=12$;
- two diagonal mirrors containing $x$: $2\times2=4$;
- the five remaining operations: 0.

The sum is 32, and $32/16=2$ classes. At $n=5$ the identity fixes 16 partners, the mirror normal to $x$ fixes 8, and the mirrors normal to $y$ and $z$ fix 4 each. The sum is again 32, which gives two ordered classes. They form one class of identical atoms, since here exchange connects them.

A third check uses $r_3(n)$, the number of integer vectors of squared length $n$. In a parallel shell every such vector leads from a site to a site, so $\sum Z=r_3(n)$. In a perpendicular shell, a vector whose odd-one-out component lies along the axis of the starting site leads to a host atom. By permutation symmetry this is one third of the vectors, so $\sum Z=\tfrac23r_3(n)$. At $n=9$, $r_3=30$ and $4+16=20$, as required.

These relations were tested for $n\le24$. In a cell with $L=5$, which has 250 host atoms and 750 sites, all 138,000 pairs in this range were joined by the generators of the space group, without using the labels. They fell into 32 orbits, which matched the 32 labels one to one, with every orbit size equal to $750\,Z/2$. The stabilizer relation held for all 32 classes, and the Burnside count and the sum rule held in every shell. There are 38 ordered classes, so six classes divide when the two atoms are of different species.

## Error from a cell that is too small

The multiplicities assume that each pair has one nearest image. The cell edge is $2L$ units, so this requires $|d_i|<L$ for every component. With $L=5$ the condition holds up to $n=24$; at $n=25$ a site with axis $x$ has partners at $(0,\pm5,0)$ and $(0,0,\pm5)$; in the cell $+5$ and $-5$ reach the same site, so this class has two partners instead of four.

For $L=2$ this already happens at distance $a$. The class along the axis then has one partner instead of two, and the class across it has two instead of four. A pair energy from such a cell also contains the interaction through the other side of the boundary. Using the infinite-crystal $Z$ for a small cell is thus an error of a factor of 2 in these classes.

## Worked example: two oxygen atoms in 250 host atoms

Take the cell with $L=5$, $a=0.33$ nm and $T=600$ K, for which $kT=0.0517$ eV. The pairs in the two shortest shells, at 0.165 and 0.233 nm, are forbidden. Pairs at distance $a$ have energy $E_1=+0.10$ eV with the axes along $\mathbf d$ and $E_2=-0.05$ eV with the axes across it. All other pairs have zero energy. These energies are chosen, not computed.

There is a geometrical reason to allow them to differ. Between $(1,0,0)$ and $(3,0,0)$ lies the host atom $(2,0,0)$, a near neighbour of both oxygen atoms. If each oxygen pushes its near neighbours away, the two pushes on this atom oppose each other. Between $(1,0,0)$ and $(1,2,0)$ lies an empty octahedral site instead.

Fix one oxygen atom. Of the 749 other sites, $4+8=12$ are forbidden and $2+4=6$ lie at distance $a$, which leaves 731 of zero energy. The Boltzmann factors are $w_1=0.1446$ and $w_2=2.6302$, so the weighted number of partners is

$$Q=731+2(0.1446)+4(2.6302)=741.81.$$

The populations are

$$f_1=\frac{0.2892}{741.81}=0.039\,\%,\qquad f_2=\frac{10.521}{741.81}=1.42\,\%.$$

A sum over every pair in the cell, with the two classes told apart by whether a host atom lies at the midpoint, gives the same values. The ratio $f_2/f_1$ is 36: a factor of 2 from the multiplicities and 18 from the energies.

**Merging at the mean energy.** The weighted mean is $\bar E=[2(0.10)+4(-0.05)]/6=0$. The merged population is $6/(731+6)=0.81\,\%$, which is 0.56 of the correct total of 1.46 %. The zero mean is a result of the chosen energies, but the direction of the error is general. Since the exponential is convex, $\langle e^{-E/kT}\rangle\ge e^{-\bar E/kT}$, so merging at the mean underestimates the population whenever the energies differ. Writing $E=\bar E+\delta$ with $\langle\delta\rangle=0$ and expanding to second order,

$$\frac{e^{-\bar E/kT}}{\langle e^{-E/kT}\rangle}\approx1-\frac{\langle\delta^2\rangle}{2(kT)^2}.$$

Here $\langle\delta^2\rangle=[2(0.10)^2+4(0.05)^2]/6=0.005$ eV². At 600 K the correction term is 0.94, so the expansion fails and the full exponentials are needed. The term falls to 5 % at $kT\approx0.22$ eV, or about 2600 K. Merging is thus a high-temperature approximation.

**Using one class for both.** If all six partners are given $E_1$, the population is $0.868/731.87=0.12\,\%$, about 0.08 of the correct total. If all are given $E_2$, it is $15.78/746.78=2.1\,\%$, too large by a factor of 1.45.

## Errors that remain after correct counting

For a population $f=Zw/Q$ with $w=e^{-E/kT}$, and with the rest of $Q$ held fixed, differentiation gives

$$\frac{1}{f}\frac{\partial f}{\partial E}=-\frac{1}{kT}+\frac{Zw}{Q\,kT}=-\frac{1-f}{kT}.$$

For small $f$ the relative error is therefore almost that of the Boltzmann factor. An energy error of 0.02 eV multiplies or divides the Boltzmann factor by 1.47. Once the classes are separated, the pair energies, including those at distances beyond $a$, become a main limit on the accuracy.

Other effects can be sized with rough inputs. An attraction of 0.05 eV in the $n=3$ shell lowers $f_2$ from 1.42 % to 1.39 %. The populations belong to a closed cell with exactly two oxygen atoms, where each atom has a single possible partner among 749 sites. In a large crystal of the same oxygen content, each site around an oxygen atom is occupied with probability about $2/750$ before Boltzmann weighting, so the number of partners per atom in a class is about $Zw\times2/750$. This is 2.8 % for the second class, about twice the cell value, while the ratios between classes barely change. In such a crystal a third atom may also be near the pair: 22 allowed sites lie within $a$ of a pair of the second kind, and random filling gives a 5.7 % chance that at least one is occupied. With a tetrahedral site 0.5 eV above an octahedral one, the occupation ratio is about $10^{-4}$. Thermal expansion from 300 K lengthens all distances by about 0.2 % and changes no label.

Uniaxial stress has a different effect, because it lowers the symmetry. Let $\Delta\lambda$ be the difference between the strains along and across the axis per oxygen atom per host atom. A uniaxial stress $\sigma$ along a cube axis then separates the site energies by $\sigma(a^3/2)\Delta\lambda$. For 100 MPa and $\Delta\lambda=0.6$ this is 0.0067 eV, or 0.13 $kT$, which shifts the relative occupation of differently oriented sites by about 14 %. Under a tetragonal strain, the 32 classes up to $n=24$ become 79, and the cubic labels are no longer sufficient.

The model's lattice parameter is roughly that of the heavier group-5 bcc metals, in which dissolved oxygen occupies octahedral sites. The oxygen content, 0.79 at.%, is high for 600 K and may exceed the solubility; the model then refers to a solution that has not yet formed oxide, for which the two-atom populations must be roughly doubled as shown above. Real oxygen atoms also interact in the $n=3$ shell, which is closer than $a$, and elastically beyond $a$, contrary to the model. The $n=3$ trial moves $f_2$ by about 2 % of its value. Interactions beyond $a$ can matter more, because they involve more partners: an attraction of 0.05 eV in all shells from $n=5$ to $n=12$, which hold 112 partners, would lower $f_2$ by about 20 %. Lowering $E_2$ by 0.02 eV raises $f_2$ by nearly half, and raising $E_2$ by the same amount lowers $f_2$ by about a third. The calculated populations are therefore illustrations, while the multiplicities hold for any perfect cubic bcc host.

The labels refer to unrelaxed sites. If an atom moves to another site during a structural relaxation, the final energy may belong to a different class, so the axes and separation must be read again from the relaxed structure. The numerical output lists the classes up to $n=12$.

## Calculated quantities

```
Cell: 250 host atoms, 750 octahedral sites
Pairs with n <= 24: 138000, distinct classes: 32
Ordered classes (two species): 38
Classes under tetragonal strain: 79
First split perpendicular shell: n = 9
Lattice parameter a = 0.330 nm
S = order of pair group; ord = number of ordered classes
 n  dist/nm  axes  d/(a/2)   Z   S  ord  pairs/host
 1  0.1650   xy   0 0 1      4   8   1     6
 2  0.2333   xy   1 1 0      8   4   1    12
 3  0.2858   xx   1 1 1      8   4   1    12
 4  0.3300   xx   0 2 0      4   8   1     6
 4  0.3300   xx   2 0 0      2  16   1     3
 5  0.3690   xy   2 0 1     16   2   2    24
 6  0.4042   xy   1 1 2     16   2   1    24
 8  0.4667   xx   0 2 2      4   8   1     6
 8  0.4667   xx   2 2 0      8   4   1    12
 9  0.4950   xy   0 0 3      4   8   1     6
 9  0.4950   xy   2 2 1     16   2   1    24
10  0.5218   xy   3 1 0     16   2   2    24
11  0.5472   xx   1 3 1     16   2   1    24
11  0.5472   xx   3 1 1      8   4   1    12
12  0.5716   xx   2 2 2      8   4   1    12
T = 600 K, kT = 0.05170 eV
Oxygen content = 0.794 at.%
E along = 0.10 eV, E across = -0.05 eV
Boltzmann factors: along 0.1446, across 2.6302
Blocked partners: 12, zero-energy partners: 731
Weighted partner sum = 741.810
Population along = 0.0390 %
Population across = 1.4182 %
Both classes = 1.4572 %
Merged: mean energy 0.000 eV, 0.8141 %
Merged / separate = 0.559
Neglected effects (rough inputs):
Pair energy error 0.02 eV: weight factor 1.472
n=3 shell at -0.05 eV: across becomes 1.3937 %
Third O: 22 sites nearby, chance 5.7 %
Tetrahedral gap 0.5 eV: occupation ratio 1.26e-04
Expansion 7e-06 /K from 300 K: 0.21 %
Stress 100 MPa, anisotropy 0.6: 0.0067 eV = 0.130 kT
```
